# The dissociation error of stretched H2+ in semilocal density functionals

**Question.** The ion H$_2^+$ has one electron, so there is no electron-electron repulsion in it. Pull its protons apart while the electron stays in the symmetric orbital. How wrong does the energy from a semilocal density functional become, and how does the error depend on the separation $R$?

**Answer.** At large $R$ the error has two parts: a constant, because the functional misjudges a hydrogen atom holding half an electron, and a repulsion that decays as $1/R$. The second part is the same for every semilocal functional. The first depends on the functional and is estimated below for the local density approximation (LDA).

## Assumptions

The protons are fixed, the treatment is nonrelativistic, and the algebra is in atomic units. The electron has spin up, and LDA means the spin-polarized version. The energy is

$$E=T+V+U+E_{xc}+\frac1R,\qquad U=\frac12\iint\frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

with $T$ the kinetic energy, $V$ the attraction to both protons and $U$ the Hartree energy. "Semilocal" means that $E_{xc}$ is an integral over space whose integrand at a point depends on the density, its gradient and similar quantities at that point.

Let $E(f)$ be the energy that the functional gives to one proton with $f$ of an electron, that is, with one spin-up orbital of occupation $f$.

## The energy at large separation

Far apart, the symmetric orbital is $\phi=(a+b)/\sqrt2$, where $a$ and $b$ are equal, normalized, spherical orbitals on protons A and B. Squaring it gives

$$n=\tfrac12a^2+\tfrac12b^2+ab .$$

The product $ab$ is exponentially small in $R$ and is dropped, as are the similar cross terms in $T$. Each proton then carries half an electron.

The terms belonging to one proton are the kinetic energy, the attraction to that proton, the Hartree energy of its own half electron, and the exchange-correlation energy. The last one separates because the integrand near A sees only an exponentially small density from B. These terms add up to $E(1/2)$ for each proton.

The remaining terms are electrostatic. Separated spherical charges interact like point charges, so

- the two protons give $+1/R$;
- each half electron is attracted to the other proton, which gives $2\times(-\tfrac12)/R=-1/R$;
- the half electrons repel each other in $U$. The factor $\tfrac12$ in $U$ cancels against the two orderings AB and BA, which leaves $\tfrac12\cdot\tfrac12/R=1/(4R)$.

The sum is

$$E(R)=2E(\tfrac12)+\frac1{4R}+O(R^{-4}).$$

The $R^{-4}$ term is polarization. Each fragment has net charge $+\tfrac12$ and puts the other in a field $F=1/(2R^2)$. A fragment of polarizability $\alpha$ gains $-\tfrac12\alpha F^2$, so the two together gain $-\alpha/(4R^4)$.

## Why the tail is spurious

For one electron the exact exchange-correlation energy is $E_{xc}=-U$, since an electron does not repel itself. This includes the cross part of $U$, so the exact functional contains a term $-1/(4R)$ that removes the tail. A semilocal integrand cannot supply it, because it has no long-range link between A and B.

The exact energy of one proton with occupation $f$ follows from the same cancellation. What is left is $f$ times the one-electron energy, so $E_{\rm exact}(f)=-f/2$. This is piecewise linearity between zero and one electron. It gives $2E_{\rm exact}(\tfrac12)=-\tfrac12$, the energy of H + H$^+$.

The exact energy does have a tail, but a short one. Up to exponentially small coupling, the symmetric state has the energy of an atom beside a bare proton. To leading order in $1/R$, the proton acts on the atom as a uniform field $F=1/R^2$; the nonuniform part of its field adds higher powers of $1/R$. With the perturbation $Fz$ and the ground state $\psi_0\propto e^{-r}$, the first-order correction is $\psi_1=-Fg\psi_0$ with $g=z(1+r/2)$. To check this, use $\nabla\psi_0=-\hat{\mathbf r}\psi_0$:

$$(H_0-E_0)(g\psi_0)=\psi_0\left(-\tfrac12\nabla^2g+\partial_rg\right)=\psi_0\left(-\frac zr+\frac zr+z\right)=z\psi_0 .$$

Here $\nabla^2(zr)=4z/r$ was used. The second-order energy is

$$-F^2\langle zg\rangle=-\frac{F^2}{3}\left(\langle r^2\rangle+\tfrac12\langle r^3\rangle\right)=-\frac{F^2}{3}\left(3+\tfrac{15}{4}\right)=-\frac{9}{4R^4}.$$

So the exact tail is attractive and falls as $R^{-4}$, while the semilocal one is repulsive and falls as $R^{-1}$.

## Does the electron stay evenly shared?

Suppose A holds charge $q$ and B holds $1-q$. The cross terms are now $[1-q-(1-q)+q(1-q)]/R$, so

$$E_q(R)=E(q)+E(1-q)+\frac{q(1-q)}R .$$

The last term is largest at $q=\tfrac12$ and therefore favours an uneven split. Setting $q=\tfrac12+\delta$ and expanding to second order, the energy changes by $\delta^2[E''(\tfrac12)-1/R]$. Even sharing is thus stable against small shifts if $E''(\tfrac12)>1/R$, which holds at large $R$ when $E(f)$ curves upward there.

In LDA, $E(\tfrac14)+E(\tfrac34)=-15.006$ eV, against $2E(\tfrac12)=-15.748$ eV. At 10 Å the uneven split remains 0.652 eV higher after the $1/R$ terms are included. This tests one finite shift, $|\delta|=\tfrac14$, rather than $E''(\tfrac12)$ itself. The formula for $E_q(R)$ is that of a semilocal functional. For the exact functional, $E_{xc}=-U$ also cancels the term $q(1-q)/R$, and $E(q)+E(1-q)=-\tfrac12$ for every $q$, so at this order no split is preferred.

## Estimating the limit in LDA

Take the trial orbital $a=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$ with occupation $f$, so that $n=f\zeta^3e^{-2\zeta r}/\pi$.

**Kinetic energy and attraction.** Since $|\nabla a|=\zeta a$, the kinetic energy is $\tfrac12f\zeta^2$. The attraction is

$$-f\,4\zeta^3\int_0^\infty r\,e^{-2\zeta r}dr=-f\zeta .$$

**Hartree energy.** For $f=\zeta=1$ the charge inside radius $r$ is $Q(r)=1-e^{-2r}(1+2r+2r^2)$. Building the charge up shell by shell counts each pair once:

$$U=\int_0^\infty4\pi r^2n\,\frac{Q}{r}\,dr=4\left[\frac14-\int_0^\infty(r+2r^2+2r^3)e^{-4r}dr\right]=4\left[\frac14-\frac1{16}-\frac1{16}-\frac3{64}\right]=\frac5{16}.$$

$U$ is quadratic in the density and inversely proportional to length, so in general it is $\tfrac5{16}f^2\zeta$.

**Exchange.** The unpolarized LDA exchange energy is $-\tfrac34(3/\pi)^{1/3}\int n^{4/3}d^3r$. Exchange acts between equal spins, so $E_x[n_\uparrow,0]=\tfrac12E_x^{\rm unpol}[2n_\uparrow]$. This multiplies the expression by $\tfrac12\,2^{4/3}=2^{1/3}$. For the trial density,

$$\int n^{4/3}d^3r=\frac{f^{4/3}\zeta^4}{\pi^{4/3}}\,4\pi\int_0^\infty r^2e^{-8\zeta r/3}dr=\frac{f^{4/3}\zeta^4}{\pi^{4/3}}\,4\pi\,\frac{2\cdot27}{512\,\zeta^3}=\frac{27}{64}\,\frac{f^{4/3}\zeta}{\pi^{1/3}} .$$

Hence

$$E_x=-Kf^{4/3}\zeta,\qquad K=\frac34\cdot\frac{27}{64}\left(\frac6{\pi^2}\right)^{1/3}=0.26804 .$$

**Fixed orbital.** With $\zeta=1$, the orbital of the real atom, and without correlation,

$$2E(\tfrac12)+\tfrac12=2\cdot\frac5{16}\cdot\frac14-2K\,2^{-4/3}=\frac5{32}-\frac K{2^{1/3}}.$$

Numerically this is $0.15625-0.21274=-0.05649$ hartree, or $-1.54$ eV. The sign has a simple origin. Splitting one electron into two distant halves multiplies the Hartree energy by $2\cdot(\tfrac12)^2=\tfrac12$, but local exchange by $2\cdot(\tfrac12)^{4/3}=2^{-1/3}$, a smaller reduction. For the whole electron, exchange cancels $K/(5/16)=86\%$ of the self-repulsion; for the two halves it cancels $0.21274/0.15625=136\%$ of it, and so outweighs it.

**Relaxed orbital.** The energy without correlation is

$$E(f,\zeta)=f\left[\frac{\zeta^2}2-\zeta\zeta_f\right],\qquad \zeta_f=1-\frac{5f}{16}+Kf^{1/3}.$$

Its derivative $f(\zeta-\zeta_f)$ vanishes at $\zeta=\zeta_f$, where $E=-f\zeta_f^2/2$. For half an electron $\zeta_f=1-0.15625+0.21274\approx1.0565$ and $E=-\tfrac14(1.0565)^2$ hartree $=-7.593$ eV. The limit error becomes $2(-7.593)+13.606\approx-1.58$ eV, so relaxation matters little.

**Correlation.** The correlation energy per electron of a fully polarized uniform gas, in the Perdew-Wang parametrization, is integrated numerically over the same trial density. It gives $-0.279$ eV per half electron. The estimate is then

$$-1.58-2(0.279)\approx-2.14\ \text{eV}.$$

A self-consistent LDA calculation gives $-2.142$ eV, or $-0.0787$ hartree. The estimate must lie above the self-consistent energy, since a trial density cannot go below the minimum of the same functional; here the gap is a few meV.

## What the error is measured against

The value $-2.14$ eV is relative to the exact energy of H + H$^+$. LDA also has an error for the whole hydrogen atom, whose energy it puts 0.579 eV too high. Relative to LDA's own H + H$^+$, the symmetric limit is too low by 2.721 eV:

$$-2.721+0.579=-2.142\ \text{eV}.$$

The first number measures the failure of piecewise linearity, and the second is the error at one whole electron. They partly cancel.

## The curve at finite separation

Energies are in eV. The exact and LDA columns are relative to exact H + H$^+$, and $\Delta$ is the LDA energy minus its own limit. "Exact" means free of any functional, within the Gaussian basis used; that basis leaves the exact column about 0.01 eV too high between 1.1 and 3.0 Å, and the LDA and $\Delta$ columns about 0.005 eV too high over the same range. At 4.0 Å the shifts are about 0.003 eV (exact) and 0.001 eV (LDA and $\Delta$); from 6.0 Å on they are below 0.001 eV.

| $R$ (Å) | exact | LDA | $\Delta$ | $1/(4R)$ |
|---|---|---|---|---|
| 1.1 | −2.776 | −2.302 | −0.160 | 3.273 |
| 2.0 | −1.412 | −1.609 | 0.533 | 1.800 |
| 3.0 | −0.406 | −1.219 | 0.923 | 1.200 |
| 4.0 | −0.096 | −1.292 | 0.850 | 0.900 |
| 6.0 | −0.006 | −1.544 | 0.598 | 0.600 |
| 10.0 | −0.000 | −1.782 | 0.360 | 0.360 |

The tail formula holds to 0.002 eV at 6 Å and to the last digit of the table at 10 Å. There the LDA error is about $-2.14\ \text{eV}+(3.60\ \text{eV Å})/R$. It grows in size as the ion is stretched and approaches its limit slowly: at 10 Å, 0.36 eV is still missing.

At shorter distances the orbitals overlap and the formula fails. The LDA error even changes sign, from too high at 1.1 Å to too low at 2.0 Å. The LDA curve has an artificial barrier, with its highest tabulated point at 3.0 Å. The maximum itself lies slightly further out, near 3.15 Å. Beyond the maximum the protons repel, although the exact curve is still rising towards zero. At 1.1 Å the LDA energy lies just 0.16 eV (0.165 eV once the basis shift is removed) below its own symmetric limit, while the exact energy lies 2.78 eV below the true one.

The numerical check also separates the sources of the tail. At 10 Å, $R$ times the cross part is 0.2501 for the Hartree energy, 0.0001 for exchange-correlation, and $-0.0002$ for the one-electron and nuclear terms together. The gradient-dependent functional PBE gives $R[E(R)-2E(\tfrac12)]=0.2500$ at the same distance.

## Other nuclei and other functionals

Replace both protons by nuclei of charge $Z$, still with one electron in the symmetric orbital. The cross terms become $(Z^2-Z+\tfrac14)/R$. The exact ones are $(Z^2-Z)/R$, for a one-electron ion beside a bare nucleus. The spurious part is again $1/(4R)$, whatever $Z$ is. In the fixed-orbital estimate $\zeta=Z$, and both the Hartree and exchange energies are proportional to $\zeta$. The limit error without correlation therefore grows as $Z\,(5/32-K/2^{1/3})$.

The $1/(4R)$ law depends on $E_{xc}$ being semilocal. If a fraction $c$ of semilocal exchange is replaced by exact exchange, which equals $-U$ for one electron, the functional gains a cross term $-c/(4R)$ and the tail becomes $(1-c)/(4R)$. It vanishes at $c=1$.

## Calculated quantities

```
hartree = 27.2114 eV, bohr = 0.529177 angstrom
Exchange coefficient K = 0.26804 (dimensionless)
f=0.5: trial exponent z = 1.0565 (dimensionless)
f=0.5: trial E without correlation = -7.593 eV
f=0.5: trial correlation energy = -0.279 eV
f=0.5: SCF E exchange-only = -7.594 eV
f=0.5: SCF E LDA = -7.874 eV
f=1.0: trial exponent z = 0.9555 (dimensionless)
f=1.0: trial E without correlation = -12.423 eV
f=1.0: trial correlation energy = -0.592 eV
f=1.0: SCF E exchange-only = -12.438 eV
f=1.0: SCF E LDA = -13.026 eV
Exact H energy = -13.606 eV
Exact H energy in this basis = -13.6056 eV
Limit error, frozen 1s, no correlation = -1.537 eV
Limit error, relaxed z, no correlation = -1.581 eV
Limit error, estimate with correlation = -2.138 eV
LDA limit 2E(1/2) = -15.748 eV
Limit error, SCF LDA = -2.142 eV = -0.0787 hartree
2E(1/2)-E(1), SCF LDA = -2.721 eV
E(1) error of H atom, SCF LDA = 0.579 eV
E(1/4)+E(3/4), SCF LDA = -15.006 eV
At 10 angstrom, split 1/4:3/4 minus even split = 0.652 eV
Energies relative to exact H + H+ (eV); R in angstrom
R | exact | LDA | LDA minus its limit | 1/(4R)
 1.1 | -2.776 | -2.302 | -0.160 | 3.273
 2.0 | -1.412 | -1.609 | 0.533 | 1.800
 3.0 | -0.406 | -1.219 | 0.923 | 1.200
 4.0 | -0.096 | -1.292 | 0.850 | 0.900
 6.0 | -0.006 | -1.544 | 0.598 | 0.600
 8.0 | -0.001 | -1.692 | 0.450 | 0.450
10.0 | -0.000 | -1.782 | 0.360 | 0.360
Highest LDA point of the table: R = 3.0 angstrom
R[E(R)-2E(1/2)] LDA at 6 angstrom = 0.2492 (a.u.)
R[E(R)-2E(1/2)] LDA at 8 angstrom = 0.2498 (a.u.)
R[E(R)-2E(1/2)] LDA at 10 angstrom = 0.2499 (a.u.)
R[E(R)-2E(1/2)] PBE at 10 angstrom = 0.2500 (a.u.)
R x cross part, one-body + nuclei = -0.0002 (a.u.)
R x cross part, Hartree = 0.2501 (a.u.)
R x cross part, xc = 0.0001 (a.u.)
Exact tail / (-9/(4R^4)) at 10 angstrom = 1.002
```
